\section*{Constriction resistance under a copper via standing on thick oxide}

\section{Problem}

A copper via of radius $a=1\,\mu\mathrm{m}$ and length $L=10\,\mu\mathrm{m}$ stands upright on thick oxide. Heat enters at its top, runs down the copper and spreads into the oxide through the circular foot. By what factor does the resistance of this spreading, the constriction resistance, exceed the axial resistance of the via?

The oxide fills the half-space $z>0$ and is at temperature zero far away, so all temperatures are rises above the surroundings. The via occupies $-L<z<0$, $r<a$. Its top is at one uniform temperature, its side wall is insulated, and its foot makes perfect contact. The oxide surface outside the foot is insulated too. The state is steady and both conductivities are constant: $k_c=400$ for copper and $k_o=1.4\,\mathrm{W/(m\,K)}$ for oxide, both rough typical values.

The insulated side wall is essential. Without it the heat need not pass through the foot, and the two resistances are not in series; that second case is treated at the end. A thermal resistance is a temperature drop divided by the heat current $Q$ that causes it. The equations contain no constant of nature and hold in any consistent units, atomic units included.

\section{First estimate by scaling}

A bar has resistance length/(conductivity $\times$ area). For the via this is $L/(\pi k_c a^2)$. In the oxide the one length available is $a$, so the heat should spread within a depth of order $a$ below an area $\pi a^2$:
\begin{equation}
R_{\rm con}\sim\frac{a}{k_o\pi a^2}=\frac{1}{\pi k_o a},\qquad
\frac{R_{\rm con}}{R_{\rm via}}\sim\frac{k_c}{k_o}\,\frac{a}{L}
=\frac{400}{1.4}\times\frac{1}{10}\approx 29 .
\end{equation}
The oxide path is ten times shorter than the via, but the oxide conducts almost three hundred times worse. The estimate fixes the dependence on the parameters and leaves a numerical factor open.

\section{Exact solution}

\subsection{The via}

Let $\bar T(z)$ be the temperature averaged over the via's cross-section. The heat current through that section is
\begin{equation}
Q=-k_c\int\frac{\partial T}{\partial z}\,dA=-k_c\pi a^2\frac{d\bar T}{dz}.
\end{equation}
No heat leaves through the side, so $Q$ is the same at every $z$. Integration from $-L$ to $0$ gives
\begin{equation}
\bar T(-L)-\bar T(0)=Q R_{\rm via},\qquad R_{\rm via}=\frac{L}{\pi k_c a^2}.
\label{via}
\end{equation}
This holds however the flux is distributed over the foot.

\subsection{The oxide below an isothermal foot}

Copper conducts much better than oxide, so take the foot first as a disc at uniform temperature $T_0$; the error of this step is bounded below. We need a solution of Laplace's equation in $z>0$ that equals $T_0$ on the disc, has $\partial T/\partial z=0$ on the rest of the surface, and vanishes far away. Try
\begin{equation}
T(r,z)=\frac{T_0}{\pi}\int_{-a}^{a}\frac{ds}{\sqrt{D}},\qquad D=r^2+(z+is)^2,
\label{trial}
\end{equation}
with the root of positive real part. It is a superposition of point sources displaced by imaginary distances. The contributions of $s$ and $-s$ are complex conjugates, so $T$ is real.

\emph{Laplace's equation.} Put $\zeta=z+is$ and $f=D^{-1/2}$. Then
\begin{align}
\frac{\partial^2 f}{\partial r^2}&=-D^{-3/2}+3r^2D^{-5/2},\qquad
\frac1r\frac{\partial f}{\partial r}=-D^{-3/2},\\
\frac{\partial^2 f}{\partial z^2}&=-D^{-3/2}+3\zeta^2D^{-5/2}.
\end{align}
The sum is $-3D^{-3/2}+3(r^2+\zeta^2)D^{-5/2}=0$. The root causes no jump: $D=r^2+z^2-s^2+2izs$ is real for $z>0$ only at $s=0$, where it is positive.

\emph{On the disc}, $r<a$ and $z\to0^+$. For $|s|<r$ the root tends to $\sqrt{r^2-s^2}$. For $|s|>r$ it tends to $+i\sqrt{s^2-r^2}$ if $s>0$ and to $-i\sqrt{s^2-r^2}$ if $s<0$, so these parts cancel in pairs. What remains is
\begin{equation}
T=\frac{T_0}{\pi}\int_{-r}^{r}\frac{ds}{\sqrt{r^2-s^2}}=\frac{T_0}{\pi}\,\pi=T_0 .
\end{equation}

\emph{Outside the disc}, $r>a$, $D$ stays positive at $z=0$ and the integral is smooth in $z$ there. Replacing $z$ by $-z$ has the same effect on $D$ as replacing $s$ by $-s$, which leaves the integral unchanged. Hence $T$ is even in $z$, its slope at $z=0$ vanishes, and no heat crosses this part of the surface.

\emph{Far away}, let $R=\sqrt{r^2+z^2}\gg a$. Then
\begin{equation}
\frac{1}{\sqrt D}=\frac1R\left[1-\frac{izs}{R^2}+O\!\left(\frac{s^2}{R^2}\right)\right].
\end{equation}
The term linear in $s$ integrates to zero, and $T\to 2aT_0/(\pi R)$. All heat from the disc crosses a large hemisphere of area $2\pi R^2$:
\begin{equation}
Q=2\pi R^2\left(-k_o\frac{\partial T}{\partial R}\right)
=2\pi R^2\,k_o\,\frac{2aT_0}{\pi R^2}=4k_o a T_0 .
\end{equation}
Therefore
\begin{equation}
R_{\rm con}=\frac{T_0}{Q}=\frac{1}{4k_o a},\qquad
\frac{R_{\rm con}}{R_{\rm via}}=\frac{\pi}{4}\,\frac{k_c}{k_o}\,\frac{a}{L}.
\label{ratio}
\end{equation}
As an independent test, the disc was cut into 200 rings, and the fluxes were found that give all rings the same temperature. Their sum gave $Q/(k_o a T_0)=4.0000$.

\subsection{How much the isothermal foot matters}

The real foot is neither quite isothermal nor uniformly heated. Two minimum principles enclose the answer. Let $T$ be the true temperature for a top at $1$, and $R_{\rm tot}$ the true total resistance.

First, let $\tau=T+\delta$ be a trial temperature with the correct values at the top and far away, so that $\delta=0$ there. The cross term $2\int k\nabla T\cdot\nabla\delta\,dV$ vanishes after integration by parts: $k\nabla T$ has no divergence, and its normal component is zero on the insulated walls. Thus
\begin{equation}
\int k|\nabla\tau|^2dV=\frac{1}{R_{\rm tot}}+\int k|\nabla\delta|^2dV\ \ge\ \frac1{R_{\rm tot}} .
\label{dir}
\end{equation}
Choose $\tau$ linear in the via, falling from $1$ to $\theta$, and in the oxide the solution (\ref{trial}) with $T_0=\theta$. The left side is $(1-\theta)^2/R_{\rm via}+\theta^2/R_{\rm con}$. Its minimum lies at $\theta=R_{\rm con}/(R_{\rm via}+R_{\rm con})$ and equals $1/(R_{\rm via}+R_{\rm con})$. Hence $R_{\rm tot}\ge R_{\rm via}+R_{\rm con}$.

Second, let $\mathbf j=\mathbf j_0+\mathbf d$ be a trial heat flow that has no sources, crosses no insulated wall and carries the same $Q$ as the true flow $\mathbf j_0=-k\nabla T$. The cross term is $-2\int\nabla T\cdot\mathbf d\,dV$. It reduces to surface terms, which vanish because $T$ is constant on the top, $\mathbf d$ carries no net current through it, and $T$ is zero far away. So $\int j^2/k\,dV\ge Q^2R_{\rm tot}$. Choose uniform flow in the via and, in the oxide, the flow below a uniformly heated disc. This gives $R_{\rm tot}\le R_{\rm via}+R_{\rm uni}$, where $R_{\rm uni}$ is the mean temperature of such a disc divided by $Q$.

To find $R_{\rm uni}$, note that a point source $q$ on an insulated surface gives $q/(2\pi k_o d)$ at distance $d$. We need the double integral $J=\iint dS\,dS'/|\mathbf r-\mathbf r'|$ over the disc. Build the disc up ring by ring. Seen from a point on the rim of a disc of radius $\rho$, the chords have length $2\rho\cos\varphi$, so
\begin{equation}
\int\frac{dS'}{|\mathbf r-\mathbf r'|}=\int_{-\pi/2}^{\pi/2}2\rho\cos\varphi\,d\varphi=4\rho .
\end{equation}
A new ring of area $2\pi\rho\,d\rho$ adds its pairs with the old disc twice, once in each order:
\begin{equation}
J=\int_0^a 2\cdot4\rho\cdot2\pi\rho\,d\rho=\frac{16\pi a^3}{3}.
\end{equation}
With flux density $Q/(\pi a^2)$ and the average over $\pi a^2$,
\begin{equation}
R_{\rm uni}=\frac{1}{2\pi k_o}\,\frac{1}{(\pi a^2)^2}\,\frac{16\pi a^3}{3}
=\frac{8}{3\pi^2k_o a}\approx\frac{0.270}{k_o a}.
\end{equation}
By (\ref{via}), $R_{\rm tot}=R_{\rm via}+\bar T(0)/Q$ without approximation. The true oxide resistance $\bar T(0)/Q$ therefore lies between $0.250/(k_oa)$ and $0.270/(k_oa)$, a window of 8\,\%.

\section{Numbers}

With lengths in $\mu$m and conductivities in W/(m\,K), the formulas give resistances in units of $10^6\,\mathrm{K/W}=10^3\,\mathrm{K/mW}$:
\begin{align}
R_{\rm via}&=10^3\times\frac{10}{\pi\times400\times1^2}=7.96\ \mathrm{K/mW},\\
R_{\rm con}&=10^3\times\frac{1}{4\times1.4\times1}=178.6\ \mathrm{K/mW},\\
\frac{R_{\rm con}}{R_{\rm via}}&=\frac{178.6}{7.96}=22.4 .
\end{align}
In units of K\,ps/eV the two resistances are $0.00127$ and $0.0286$. The upper bound $R_{\rm uni}=193.0\,\mathrm{K/mW}$ corresponds to a ratio of 24.3, so within this model the factor lies between 22.4 and 24.3. A current of $0.1\,\mathrm{mW}$ produces a drop of $0.80\,\mathrm K$ along the copper and $17.9\,\mathrm K$ in the oxide.

Via and oxide were also solved together on a finite-volume mesh, with a wafer $500\,\mu$m thick on a cold plane in place of the half-space. The ratio of the two drops came out as 22.5 and the total resistance as $187.1\,\mathrm{K/mW}$, against $186.4$ from the series formula with the small thickness correction derived below. The difference of 0.4\,\% is below the 0.64\,\% by which the total moved between the two meshes used, and it is mesh error: the converged values are $186.4\,\mathrm{K/mW}$ and a ratio of 22.4. The departure of the foot from a uniform temperature adds less than $0.1\,\mathrm{K/mW}$ to the series sum, so the true value lies at the lower end of the window.

\section{Comparison of estimate and solution}

The scaling estimate has the correct dependence on all four parameters and is too large by the factor $4/\pi$: 29 instead of 22.4. The disc conducts somewhat better than a bar of depth $a$ and section $\pi a^2$.

A second quick estimate replaces the foot by a perfectly conducting hemisphere of radius $a$ sunk in the oxide. Outside it $T=T_0a/R$, so $Q=2\pi k_oaT_0$ and the resistance is $1/(2\pi k_oa)$. This gives a ratio of half the first estimate, about 14. It must be too low: $\tau=1$ inside the hemisphere and $a/R$ outside is an allowed trial temperature for the disc in the principle (\ref{dir}), which then overestimates the conductance. The solution lies between the two estimates.

The ratio grows in proportion to $a$ at fixed $L$ and falls as $1/L$ at fixed $a$. With radius and materials held fixed, the two resistances become equal at
\begin{equation}
L^*=\frac{\pi k_ca}{4k_o}=22.4\times10\,\mu\mathrm m=224\,\mu\mathrm m .
\end{equation}
This length holds only for a strictly insulated side wall: a post $224\,\mu$m long standing in air would pass less than a third of its heat through the foot. For a much shorter via with insulated sides, better copper hardly helps, because the oxide sets the temperature.

\section{Where the result changes}

\subsection{Oxide of finite thickness}

Let the oxide end at $z=t\gg a$ on a cold plane. Images of the disc at $z=2nt$ with signs $(-1)^n$ satisfy both conditions: they are symmetric about $z=0$ and antisymmetric about $z=t$. Seen from the disc, each image acts to leading order as a point, so the images change its temperature by
\begin{equation}
\frac{Q}{2\pi k_o}\;2\sum_{n=1}^{\infty}\frac{(-1)^n}{2nt}=-\frac{Q\ln2}{2\pi k_ot}.
\end{equation}
Relative to $Q/(4k_oa)$ this is $-(2\ln2/\pi)\,a/t$. It amounts to $-0.09\,\%$ for the $500\,\mu$m wafer and $-4.4\,\%$ for a $10\,\mu$m film, where the ratio is still 21.4. Oxide is thick in the sense of this problem when $t$ is many times $a$; the length of the via does not enter. The leading-order formula is still good at $t=3a$ but fails near $t=a$, where it gives $-44\,\%$ while the true change is $-37\,\%$ and the ratio has fallen to 14.

\subsection{A via embedded in oxide}

Now let oxide surround the via up to the level of its top, with an insulated upper surface. Mirroring in that surface gives a rod of length $2L$ in unbounded oxide, emitting $2Q$. Treat it as a line source of uniform strength $Q/L$ per length. The temperature at distance $a$ from the axis, averaged along the rod, is
\begin{align}
\bar T_{\rm rod}&=\frac{Q}{4\pi k_oL}\,\frac{1}{2L}\int_{-L}^{L}\!\!\int_{-L}^{L}\frac{dx\,dx'}{\sqrt{(x-x')^2+a^2}}\nonumber\\
&=\frac{Q}{4\pi k_oL}\,\frac1L\int_0^{2L}\frac{2L-u}{\sqrt{u^2+a^2}}\,du\nonumber\\
&=\frac{Q}{4\pi k_oL}\left[2\,\mathrm{arsinh}\frac{2L}{a}-\frac{\sqrt{4L^2+a^2}-a}{L}\right]
\approx\frac{Q}{2\pi k_oL}\left[\ln\frac{4L}{a}-1\right],
\end{align}
where the last form keeps the leading terms for $L\gg a$. For the present via it gives $30.6\,\mathrm{K/mW}$; the full bracket gives $31.1\,\mathrm{K/mW}$.

The axial current now falls as $Q(1-x/L)$ with distance $x$ from the top, so the drop down to $x$ is $QR_{\rm via}(x/L-x^2/2L^2)$. Its average along the via is $QR_{\rm via}(\tfrac12-\tfrac16)=QR_{\rm via}/3$. The estimated total is $33.2\,\mathrm{K/mW}$ with the leading terms and $33.8\,\mathrm{K/mW}$ with the full bracket. The finite-volume solution for this geometry gives $32.8\,\mathrm{K/mW}$, which is 4.1 times $R_{\rm via}$, and only about 7\,\% of the heat leaves through the foot. The formulas for $R_{\rm via}$ and $R_{\rm con}$ keep their values, but their sum no longer describes the heat path.

\subsection{Real structures}

A real structure close to the model is a free-standing copper post on a fused-silica wafer. Even there, air (rough conductivity $0.026\,\mathrm{W/(m\,K)}$) filling the space up to the via's top, under an insulated lid, lowers the total from about 186 to about $166\,\mathrm{K/mW}$ (187.1 and 166.1 on the finer mesh, both too high by 0.5 to $0.7\,\mathrm{K/mW}$), and 86\,\% of the heat still uses the foot. Between the two meshes this total moved by 0.62\,\%, and that of the embedded via by 0.54\,\%, so their last digits are uncertain. Vias in chip wiring are embedded in dielectric and joined to metal lines, so they break the assumption of an insulated side wall, and the lines also change the spreading at the foot. For the dimensions used here, embedding alone lowers the total from about 186 to $33\,\mathrm{K/mW}$, before any metal line is counted. For a via that is shorter relative to its radius the reduction is smaller.

Three other neglected effects are smaller. A rough contact resistance of $10^{-8}\,\mathrm{m^2K/W}$ over the foot would add $3.18\,\mathrm{K/mW}$ if the flux were uniform, which is 1.8\,\% of the constriction, though 40\,\% of the via's own resistance. The flux in fact crowds towards the rim of the foot, which raises the addition to about $5\,\mathrm{K/mW}$, or 3\,\% of the constriction. The electron mean free path in copper, roughly $40\,\mathrm{nm}$, is 2\,\% of the via's diameter, so scattering at the side wall should be a small correction. If the oxide conducts 10\,\% better, as it may in warm use, the ratio drops to 20.4. With insulated sides and thick oxide, the factor thus stays near twenty under this change. The numerical output below lists most of the values used here.

\section*{Numbers as computed}
\begin{verbatim}
via radius: 1.0 um, length: 10.0 um
wafer thickness: 500 um
copper conductivity (rough): 400 W/(m K)
oxide conductivity (rough): 1.4 W/(m K)
air conductivity (rough): 0.026 W/(m K)
via resistance: 7.96 K/mW
constriction resistance: 178.6 K/mW
ratio constriction/via: 22.4
via resistance: 0.00127 K ps/eV
constriction resistance: 0.0286 K ps/eV
heat current: 0.1 mW
drop along via: 0.80 K
drop in oxide: 17.9 K
via length for equal resistances: 224 um
uniform-flux upper bound, oxide: 193.0 K/mW
ratio with uniform flux: 24.3
disc conductance/(k a), rings: 4.0000
disc conductance/(k a), hemisphere: 4.0000
uniform-flux number, quadrature: 0.27019
layer t=10a, drop of R k a, rings: 0.01101
layer t=10a, drop of R k a, formula: 0.01103
series total with wafer correction: 186.4 K/mW
finite-volume total, insulated side: 187.1 K/mW
finite-volume ratio of drops: 22.5
mesh shift, insulated side: -0.64 %
thickness correction, wafer: -0.09 %
thickness correction, 10 um film: -4.4 %
ratio on 10 um film: 21.4
total with air around via: 166.1 K/mW
heat share through foot, air: 86.0 %
mesh shift, air: -0.62 %
total with oxide around via: 32.8 K/mW
that total / via resistance: 4.1
heat share through foot, oxide: 7.3 %
mesh shift, oxide: -0.54 %
rod spreading part: 30.6 K/mW
rod estimate of total: 33.2 K/mW
contact value (rough): 1e-08 m^2 K/W
contact resistance: 3.18 K/mW
contact/constriction: 1.8 %
electron free path (rough): 40 nm
free path/via diameter: 2.0 %
ratio if oxide conducts 10 % better: 20.4
\end{verbatim}
